# Retrograde solubility in a crystal in equilibrium with its melt, part 1

(Sections cited here and not found follow in the second part.)

Take a model crystal with the melting point and heat of fusion of silicon, roughly, and let it stand in equilibrium with a melt that contains a metal. At 1673.6 K the crystal dissolves a mole fraction $5.96\times10^{-7}$ of the metal. At 1578.9 K it dissolves $2.19\times10^{-6}$. At 1139.5 K, the lowest temperature at which the melt survives, it dissolves only $3.76\times10^{-8}$, a factor 58.2 below the peak. Over the same range the metal fraction of the melt climbs steadily, from 0.027 to 0.216 to 0.820. The reservoir becomes ever richer in metal, and yet below about 1580 K the crystal takes ever less of it.

This is retrograde solubility. The word needs a sharp meaning. In an ordinary eutectic diagram the solid solubility rises on cooling from the melting point of the solvent down to the eutectic temperature, has a corner there, and falls along the solvus below it. That corner is also a maximum, but it comes from a change of the second phase. Retrograde solubility means a smooth maximum of the solidus strictly between the eutectic and the melting point, where the second phase is the liquid on both sides of the maximum.

## Conventions and the coexistence conditions

Energies are in hartree and $k_B=1$, so the temperature $\tau=k_BT$ is an energy, $\beta=1/\tau$, and entropies are pure numbers. The conversion is $k_B=3.166812\times10^{-6}$ Ha/K. Pressure is fixed. A is the solvent, B the solute, $x$ the mole fraction of B, and $g(x,\tau)$ the Gibbs energy per atom of a phase, with superscripts or subscripts $s$ and $l$ for solid and liquid. A prime is $\partial/\partial x$ at fixed $\tau$.

A phase with $n_A$ and $n_B$ atoms has $G=n\,g(x)$, with $n=n_A+n_B$ and $x=n_B/n$. Differentiating the quotient gives $\partial x/\partial n_A=-x/n$ and $\partial x/\partial n_B=(1-x)/n$, so the chemical potentials $\mu_i=\partial G/\partial n_i$ are

$$\mu_A=g-xg',\qquad \mu_B=g+(1-x)g'. \tag{1}$$

Moving $dn_i$ atoms from liquid to solid changes the total Gibbs energy by $(\mu_i^s-\mu_i^l)\,dn_i$, which must vanish at equilibrium for each species: $\mu_A^s=\mu_A^l$ and $\mu_B^s=\mu_B^l$. Since $\mu_B-\mu_A=g'$ is the slope of the curve and $\mu_A$ is the intercept of its tangent at $x=0$, the two conditions say that one straight line touches both curves, at $x_s$ and $x_l$.

Two further facts follow from (1). Differentiating with respect to $x$,

$$\frac{\partial\mu_A}{\partial x}=g'-g'-xg''=-xg'',\qquad \frac{\partial\mu_B}{\partial x}=g'-g'+(1-x)g''=(1-x)g''. \tag{2}$$

Next, write $g=h-\tau s$ with $s=-\partial g/\partial\tau$, and define the partial enthalpies $h_i$ and partial entropies $s_i$ by applying the rule (1) to $h$ and to $s$. The rule is linear and commutes with $\partial/\partial\tau$, so $\mu_i=h_i-\tau s_i$ and $\partial\mu_i/\partial\tau=-s_i$.

## The exact slope of the solidus

Follow the coexistence line through a step $d\tau$. The equalities of chemical potentials hold before and after, so their differentials are equal. With (2),

$$-s_A^s\,d\tau-x_sg_s''\,dx_s=-s_A^l\,d\tau-x_lg_l''\,dx_l,$$
$$-s_B^s\,d\tau+(1-x_s)g_s''\,dx_s=-s_B^l\,d\tau+(1-x_l)g_l''\,dx_l .$$

Multiply the first by $1-x_l$, the second by $x_l$, and add. On the right the coefficient of $g_l''\,dx_l$ is $-(1-x_l)x_l+x_l(1-x_l)=0$, which is the Gibbs–Duhem relation of the liquid. On the left the coefficient of $g_s''\,dx_s$ is $-(1-x_l)x_s+x_l(1-x_s)=x_l-x_s$. Moving the entropy terms to the right,

$$g_s''\,(x_l-x_s)\frac{dx_s}{d\tau}=(1-x_l)(s_A^s-s_A^l)+x_l(s_B^s-s_B^l).$$

On the coexistence line $h_i^s-\tau s_i^s=h_i^l-\tau s_i^l$, so $s_i^s-s_i^l=(h_i^s-h_i^l)/\tau$. Define

$$L=h_A^l-h_A^s,\qquad \Delta H=h_B^s-h_B^l ,$$

both taken at the coexisting compositions. The orders of subtraction are opposite on purpose: $L>0$ is the heat released when a solvent atom freezes, and $\Delta H>0$ is the heat absorbed when a solute atom is moved from the liquid into the crystal. Then

$$g_s''\,(x_l-x_s)\frac{dx_s}{d\tau}=\frac{x_l\,\Delta H-(1-x_l)L}{\tau}. \tag{3}$$

Weighting with $1-x_s$ and $x_s$ removes $dx_s$ in the same way. The coefficient of $g_l''\,dx_l$ on the right is $-(1-x_s)x_l+x_s(1-x_l)=-(x_l-x_s)$. The sum reads $-\sum_i x_i^s s_i^s\,d\tau=-\sum_i x_i^s s_i^l\,d\tau-(x_l-x_s)g_l''\,dx_l$, with weights $x_A^s=1-x_s$ and $x_B^s=x_s$, and therefore

$$g_l''\,(x_l-x_s)\frac{dx_l}{d\tau}=\frac{x_s\,\Delta H-(1-x_s)L}{\tau}. \tag{4}$$

These are the Gibbs–Konovalov equations, and no solution model has entered. A stable phase has $g''>0$, and for a solute that prefers the melt $x_l>x_s$. The sign of $dx_s/d\tau$ is then the sign of

$$Q=x_l\,\Delta H-(1-x_l)L .$$

$Q$ is the heat absorbed when a small amount of melt, one atom's worth with its own composition, is dissolved into the crystal: a fraction $x_l$ of B atoms costs $\Delta H$ each, and a fraction $1-x_l$ of A atoms returns $L$ each. That transfer leaves the composition of the liquid unchanged and enriches the solid. Heating favours the endothermic direction, so the solubility rises with temperature when $Q>0$ and falls with temperature when $Q<0$.

At the melting point $\tau_A$ of pure A the liquid contains no solute, so $Q=-L<0$ however large $\Delta H$ is. Just below $\tau_A$ the solubility therefore grows on cooling, starting from zero. As the melt becomes richer in B, the term $x_l\Delta H$ grows and $(1-x_l)L$ shrinks. The solidus turns when

$$x_l\,\Delta H=(1-x_l)\,L. \tag{5}$$

Below that temperature $Q>0$ and the solubility falls on cooling. Condition (5) is exact. If $\Delta H\le0$ and $L>0$ all along the line, $Q$ is always negative and there is no turning point.

## A solvable model

Take pure liquid A and pure liquid B as zeros of $g$ at each temperature, and let $m(x)=x\ln x+(1-x)\ln(1-x)$, so that $-m$ is the ideal entropy of mixing. The liquid is an ideal solution. In the solid, the solvent has a constant heat of fusion $L$. Its Gibbs energy of fusion $L-\tau s_f$ vanishes at $\tau_A$, which fixes $s_f=L/\tau_A$. Each solute atom in the solid carries a constant enthalpy $\Delta H$ and a constant non-configurational entropy $\Delta S$ relative to the liquid. This is Henry's law, and it is meant only for a dilute solid. Then

$$g_l=\tau m,\qquad g_s=\tau m-(1-x)L\left(1-\frac{\tau}{\tau_A}\right)+x(\Delta H-\tau\Delta S). \tag{6}$$

With $m'=\ln x-\ln(1-x)$ one finds $m-xm'=(1-x)\ln(1-x)+x\ln(1-x)=\ln(1-x)$, $m+(1-x)m'=x\ln x+(1-x)\ln x=\ln x$, and $m''=1/x+1/(1-x)=1/[x(1-x)]$. A term linear in $x$ contributes its value at $x=0$ to $\mu_A$ and its value at $x=1$ to $\mu_B$. The two equilibrium conditions are

$$\tau\ln(1-x_s)-L\left(1-\frac{\tau}{\tau_A}\right)=\tau\ln(1-x_l),\qquad \tau\ln x_s+\Delta H-\tau\Delta S=\tau\ln x_l .$$

Dividing by $\tau$ and exponentiating,

$$1-x_l=a\,(1-x_s),\quad a=e^{-L(\beta-\beta_A)};\qquad x_s=Kx_l,\quad K=e^{\Delta S-\beta\Delta H}.$$

Below the melting point $\beta>\beta_A$ and $a<1$. $K$ is the partition coefficient. Inserting $x_s=Kx_l$ into the first relation gives $1-x_l=a-aKx_l$, hence

$$x_l=\frac{1-a}{1-aK},\qquad x_s=\frac{K(1-a)}{1-aK}. \tag{7}$$

The solubility is a product of two factors. $K$ is an Arrhenius factor that rises with temperature and stays finite at $\tau_A$. The liquidus composition $x_l$ is forced to zero at $\tau_A$, where $a=1$. For $\Delta H>0$ and $K_0<1$, where $K_0$ is the value of $K$ at $\tau_A$, the product $aK$ stays below 1 and (7) is positive for $0<\tau<\tau_A$. Since $K$ and with it $x_s$ also tend to zero as $\tau\to0$, $x_s$ has a maximum somewhere in that interval. Whether that maximum lies above the eutectic, and is therefore reached, is settled below.

The inputs of the example are chosen values. The solvent is roughly silicon, with $\tau_A=0.00534$ Ha (1686.2 K) and $L=0.0191$ Ha, so $\beta_A=187.266$ Ha$^{-1}$ and the entropy of fusion is $L/\tau_A=3.5768$. The solute is roughly gold-like, with $\Delta H=0.0700$ Ha and $\Delta S=2.5$. Then $\Delta H/\tau_A=13.1086$ and the partition coefficient at the melting point is $K_0=e^{2.5-13.1086}=2.4702\times10^{-5}$.

| $\tau$ (Ha) | $T$ (K) | $x_l$ | $K$ | $x_s$ |
|---|---|---|---|---|
| 0.0053 | 1673.6 | 0.02663 | $2.2375\times10^{-5}$ | $5.9595\times10^{-7}$ |
| 0.0052 | 1642.0 | 0.09181 | $1.7357\times10^{-5}$ | $1.5935\times10^{-6}$ |
| 0.0051 | 1610.5 | 0.15492 | $1.3330\times10^{-5}$ | $2.0651\times10^{-6}$ |
| 0.0050 | 1578.9 | 0.21590 | $1.0130\times10^{-5}$ | $2.1871\times10^{-6}$ |
| 0.0048 | 1515.7 | 0.33128 | $5.6529\times10^{-6}$ | $1.8727\times10^{-6}$ |
| 0.0044 | 1389.4 | 0.53426 | $1.5014\times10^{-6}$ | $8.0216\times10^{-7}$ |
| 0.0040 | 1263.1 | 0.69827 | $3.0590\times10^{-7}$ | $2.1360\times10^{-7}$ |
| 0.003608 | 1139.5 | 0.82027 | $4.5812\times10^{-8}$ | $3.7578\times10^{-8}$ |

The compositions were computed numerically from the two curves (6) alone, by searching for the line with equal slope and equal intercept, with slopes from complex-step differentiation and roots from bracketing. They agree with (7) to all digits shown.

## The two competing rates

From $x_s=Kx_l$ and $d\beta/d\tau=-1/\tau^2$,

$$\frac{d\ln x_s}{d\tau}=\frac{\Delta H}{\tau^2}+\frac{d\ln x_l}{d\tau}. \tag{8}$$

The second term comes from (4) with $g_l''=\tau/[x_l(1-x_l)]$:

$$\frac{d\ln x_l}{d\tau}=\frac{(1-x_l)\,[x_s\Delta H-(1-x_s)L]}{\tau^2(x_l-x_s)}. \tag{9}$$

Over the common denominator $\tau^2(x_l-x_s)$ the numerator of (8) is $\Delta H(x_l-x_s)+(1-x_l)x_s\Delta H-(1-x_l)(1-x_s)L$. The $\Delta H$ terms combine to $\Delta H(x_l-x_lx_s)=x_l\Delta H(1-x_s)$, so the numerator is $(1-x_s)Q$. This is (3) with $g_s''=\tau/[x_s(1-x_s)]$, so the model obeys the exact equation. For $x_s\ll x_l$, dropping $x_s$ in (9) leaves

$$\frac{d\ln x_s}{d\tau}\approx\frac{1}{\tau^2}\left[\Delta H-\frac{1-x_l}{x_l}L\right]. \tag{10}$$

Close to the melting point put $\delta=\tau_A-\tau$. Then $\beta-\beta_A=\delta/(\tau\tau_A)\approx\delta/\tau_A^2$, $1-a\approx L\delta/\tau_A^2$ and $1-aK\approx1-K_0$, so (7) gives the van 't Hoff law of freezing-point depression,

$$x_l\approx\frac{L\,\delta}{\tau_A^2(1-K_0)},$$

with slope $0.0191/0.00534^2\approx669.8$ Ha$^{-1}$ here (669.83 with the factor $1-K_0$). Because $x_l$ is linear in $\delta$, its logarithmic derivative is $d\ln x_l/d\tau\approx-1/\delta$, which diverges at $\tau_A$, while $\Delta H/\tau^2$ is finite there.

| $T$ (K) | $\Delta H/\tau^2$ | $d\ln x_l/d\tau$ | $d\ln x_s/d\tau$ |
|---|---|---|---|
| 1673.6 | 2492.0 | −24850.2 | −22358.2 |
| 1642.0 | 2588.8 | −6987.6 | −4398.8 |
| 1610.5 | 2691.3 | −4005.8 | −1314.6 |
| 1578.9 | 2800.0 | −2774.6 | 25.4 |
| 1515.7 | 3038.2 | −1673.4 | 1364.8 |
| 1389.4 | 3615.7 | −860.0 | 2755.7 |
| 1263.1 | 4375.0 | −515.8 | 3859.2 |
| 1139.5 | 5375.9 | −321.4 | 5054.5 |

All entries are in Ha$^{-1}$. The last two columns are central finite differences of the numerical common-tangent solution, and they agree with (3) and (8). In the first row $\delta=4\times10^{-5}$ Ha and $-24850.2$ is close to $-1/\delta$. At 1578.9 K the two rates almost cancel, $2800.0-2774.6=25.4$, so the maximum lies just above that temperature. At low temperature $x_l$ can no longer grow much, being bounded by 1, and the Arrhenius term is left nearly alone.

Equation (10) shows that the slope of $\ln x_s$ against $-\beta$ along the solidus is not the solution enthalpy. For $x_s\ll x_l$ that slope is $\tau^2\,d\ln x_s/d\tau\approx\Delta H-L(1-x_l)/x_l$, which is zero at the maximum and negative above it. Even at 1139.5 K it corresponds to 5054.5 where $\Delta H$ alone gives 5375.9. In this model, with its ideal liquid, the quantity with a true Arrhenius slope $\Delta H$ is $K=x_s/x_l$. In a nonideal melt the activity coefficient of the solute changes with $x_l$ along the liquidus, and the slope of $\ln K$ against $-\beta$ can differ greatly from $\Delta H$.

The exact condition (5) fixes where the solidus turns, and in the model the turn comes from the competition between the Arrhenius factor $K$ and the growth of $x_l$ on cooling. It remains to find the position and height of the maximum, to decide whether the eutectic lets it be reached, and to see what survives when the model fails.
